\section*{Sign of C Selects M_A or M_C at Fixed Polarization, part 2}

The energy of a cubic ferroelectric (point group $m\bar3m$) is fitted by a polynomial in the direction of its polarization $\mathbf P=P\mathbf n$, with $P$ fixed and $|\mathbf n|=1$. The question is which symmetry plane, $(0,u,v)$ or $(u,u,v)$, to search for the minimum. The crystal is uniform, free of stress and of applied field. With $s_i=n_i^2$, $q=s_1s_2+s_2s_3+s_3s_1$ and $r=s_1s_2s_3$, the anisotropy energy per volume is $f=Aq+Bq^2+Cr$, where $-B/2<A<0$.

The phases are T $(0,0,1)$, O $(0,1,1)$, R $(1,1,1)$, M$_C$ $(0,u,v)$ and M$_A$ $(u,u,v)$, both with $0<u<v$, and M$_B$ $(u,u,v)$ with $u>v>0$.

At $C=0$ the minima are rings $q=q_0=-A/(2B)$ around the cube axes, with energy $-A^2/(4B)$. For polar angle $\theta$ and azimuth $\varphi$ about such an axis, $x=\sin^2\theta$ and $\kappa=\sin^2\varphi\cos^2\varphi$. M$_C$ has $\kappa=0$, M$_A$ has $\kappa=1/4$, and $(dr/d\kappa)_q>0$ for $0<x<1/2$. For every $C>0$ the global minimum is M$_C$, with $r=0$, $\sin2\theta=2\sqrt{q_0}$ and energy $-A^2/(4B)$.

With $t=\sqrt{1-3q}$, the largest $r$ at fixed $q$ is
\begin{equation}
r_{\max}=\frac{1-3t^2+2t^3}{27}, \label{rmax}
\end{equation}
reached at squared cosines $s,s,1-2s$, where $s=(1-t)/3$. For $C=-c$ with $c>0$, the global minimum lies on this curve, which runs from R ($t=0$) through M$_A$ to T ($t=1$). There
\begin{align}
f(t)-f(0)&=-\frac{A t^2}{3}+\frac{B(t^4-2t^2)}{9}
-\frac{c(2t^3-3t^2)}{27}\nonumber\\
&=\frac{t^2}{27}\,g(t),\qquad
g(t)=3Bt^2-2ct-(9A+6B-3c). \label{g}
\end{align}
M$_A$ can be the ground state if $g$ is negative somewhere between the two ends.

The example has $P=40\ \mu\mathrm{C/cm^2}$, $A=-6$, $B=20$ and $C=6\ \mathrm{J/cm^3}$, so $q_0=0.15$. A separate check outside the window, at $A=-0.58B$, found M$_B$ for $C=0.02B$ and M$_A$ for $C=-0.02B$.

\subsection*{The size of $C$ at which M$_A$ gives way to R}

The parabola $g$ is lowest at $t_m=c/(3B)$, where
\begin{equation}
g(t_m)=-\frac{c^2}{3B}-9A-6B+3c .
\end{equation}
Multiplication by $-3B$, which is negative, reverses the inequality:
\begin{equation}
g(t_m)<0\quad\Longleftrightarrow\quad c^2-9Bc+18B^2+27AB>0 .
\end{equation}
The discriminant of this quadratic in $c$ is $81B^2-72B^2-108AB=9B^2(1-12A/B)$, so its roots are
\begin{equation}
c_\pm=\frac{3B}{2}\left[3\pm\sqrt{1-\frac{12A}{B}}\right]. \label{cpm}
\end{equation}
In the assumed window the square root lies between $1$ and $\sqrt7$, so $0<c_-<3B$.

For $0<c<c_-$, $g(t_m)$ is negative and $t_m<1$, so a point with $0<t<1$ lies below R. For $c_-<c<c_+$, $g$ is positive throughout and R is lowest. For $c\ge c_+$ one has $c>9B/2$ and $t_m>1$, so $g$ falls over the whole interval. Its end value is $g(1)=c-3B-9A>0$, and R is again lowest.

It remains to compare M$_A$ with T when $c<c_-$. Differentiating (\ref{g}) gives
\begin{equation}
\frac{df}{dt}=\frac{2t}{27}\left[6Bt^2-3ct-(9A+6B-3c)\right]. \label{slope}
\end{equation}
At $t=1$ the bracket equals $-9A>0$. Moving from T towards smaller $t$ therefore lowers the energy, and T is not a minimum. The lowest point is inside the interval, where the bracket changes from negative to positive as $t$ grows. This is the larger root:
\begin{equation}
t_A=\frac{3c+\sqrt{9c^2+24B(9A+6B-3c)}}{12B}. \label{ta}
\end{equation}
The full statement for negative $C$ is
\begin{equation}
C_R<C<0:\ \text{M}_A,\qquad C<C_R:\ \text{R},\qquad C_R=-c_- .
\end{equation}
At $C_R$ the two phases have equal energy while $t=c_-/(3B)$ is not zero. The direction jumps, so the boundary is of first order. Whereas M$_C$ is the ground state for every positive $C$, M$_A$ is the ground state only for a limited range of negative $C$, which ends at $C_R$.

These results were compared with global minimizations over direction for five values of $q_0$ from $0.03$ to $0.24$. For each, $C$ was set to $0.02B$, $0.5B$ and $3B$, and to $0.02$, $0.5$, $0.98$, $1.02$ and $2$ times $C_R$. All 40 cases gave the predicted phase.

\subsection*{The energy difference for small $C$}

Let $s_0$ and $r_0$ be the values of $s$ and $r$ for M$_A$ at $q=q_0$. Along the M$_A$ curve,
\begin{equation}
\frac{dr_{\max}}{dq}
=\frac{-2t(1-t)/9}{-2t/3}=\frac{1-t}{3}=s .
\end{equation}
With $\delta=q-q_0$, the energy on this curve is
\begin{equation}
f=-\frac{A^2}{4B}+B\delta^2+C(r_0+s_0\delta)+O(C\delta^2).
\end{equation}
It is stationary at $\delta=-Cs_0/(2B)$ to leading order. Since $\delta$ is of first order in $C$, the neglected term is of third order. The M$_C$ point has $r=0$ and energy $-A^2/(4B)$ for either sign of $C$. Therefore
\begin{equation}
E(\text{M}_A)-E(\text{M}_C)=Cr_0-\frac{C^2s_0^2}{4B}+O(C^3). \label{split}
\end{equation}
The first term changes sign with $C$. The second is negative for both signs, because the M$_A$ direction can adjust its $q$ to gain energy from the term in $C$, whereas M$_C$ cannot. The splitting is thus smaller for positive $C$ than for negative $C$ of the same size.

\subsection*{The losing phase is a saddle}

At a given azimuth, let $x$ take the value that minimizes $f$. For small $C$ this value stays close to the ring and varies smoothly. It defines a valley around the cube axis. Because $\partial f/\partial x=0$ in the valley,
\begin{equation}
A+2Bq=-C\,\frac{\partial r/\partial x}{\partial q/\partial x}.
\end{equation}
The change of energy along the valley is then
\begin{equation}
\frac{df}{d\kappa}=(A+2Bq)\frac{\partial q}{\partial\kappa}
+C\frac{\partial r}{\partial\kappa}
=C\left(\frac{dr}{d\kappa}\right)_q .
\end{equation}
The last factor is positive. For $C>0$ the valley rises from M$_C$ to M$_A$; for $C<0$ it falls. The losing phase is the pass between two neighbouring wells on the same ring, and the magnitude of (\ref{split}) is the barrier for uniform rotation around the cube axis. A relaxation that starts close to the ring and is confined to the losing plane would stop at this pass. For $C>0$ the plane $(u,u,v)$ also contains O, where $q=1/4$ and $A+2Bq>0$. Both $q$ and $r$ grow from O towards R, so O is a second local minimum within that plane, and a relaxation started near it would stop there.

The curvature at M$_C$ can be found directly. Tilt $\mathbf n$ out of its plane by a small angle $\alpha$ towards the axis with zero component. Then $s_1=\alpha^2+O(\alpha^4)$, and the other two squares are multiplied by $1-s_1$, so
\begin{align}
q&=s_1(1-s_1)+(1-s_1)^2q_0=q_0+O(\alpha^2),\\
r&=s_1(1-s_1)^2q_0=q_0\alpha^2+O(\alpha^4).
\end{align}
The term $B(q-q_0)^2$ is of order $\alpha^4$, which leaves
\begin{equation}
f=-\frac{A^2}{4B}+Cq_0\alpha^2+O(\alpha^4). \label{curv}
\end{equation}
Within the plane, $q=\frac14\sin^22\theta$ has a nonzero slope at M$_C$, so $B(q-q_0)^2$ gives a positive curvature. Reflection in the plane forbids a mixed term. M$_C$ is therefore a minimum for $C>0$ and a saddle for $C<0$.

\subsection*{Both signs in the example}

Keep $A=-6$ and $B=20\ \mathrm{J/cm^3}$, and compare $C=\pm6\ \mathrm{J/cm^3}$. The boundary to R is
\begin{equation}
C_R=-30\left(3-\sqrt{4.6}\right)=-25.7\ \mathrm{J/cm^3},
\end{equation}
so $C=-6$ lies well inside the M$_A$ range. Equation (\ref{ta}) gives
\begin{equation}
t_A=\frac{18+\sqrt{324+480\times48}}{240}=0.712,\qquad
s=\frac{1-0.712}{3}=0.096 .
\end{equation}
The polarization is $(12.4,\,12.4,\,36.0)\ \mu\mathrm{C/cm^2}$, tilted by $26.0^\circ$ from $[001]$. The tilt of M$_C$ is $25.4^\circ$, so the two phases differ mainly in azimuth.

On the ring, $t_0=\sqrt{1-0.45}=0.742$, $s_0=0.0861$ and $r_0=0.00614$. The two terms of (\ref{split}) are
\begin{equation}
|C|r_0=0.0368,\qquad \frac{C^2s_0^2}{4B}=0.0033\ \mathrm{J/cm^3}.
\end{equation}
Their combinations are $0.0335$ for $C=+6$ and $-0.0402$ for $C=-6$. Direct minimization gives $0.0338$ and $-0.0406\ \mathrm{J/cm^3}$, or $0.0135$ and $-0.0162$ meV per cell of edge $0.40$ nm. The small remainder is of third order: when $C$ was halved from $2$ to $1\ \mathrm{J/cm^3}$, it fell by a factor between 7 and 9.

For $C=+6$, the energies of O and T above M$_C$ are $0.20$ and $0.45\ \mathrm{J/cm^3}$. Rotation around the ring is much easier than passage through either of these directions.

\subsection*{Temperature}

At $300$ K, $k_BT=25.9$ meV, far above the barrier per cell. The selection has a meaning for regions in which many cells turn together. If a cube rotates uniformly, its barrier equals $k_BT$ at an edge of $5.0$ nm for $C=+6$ and $4.7$ nm for $C=-6$. A barrier of $40\,k_BT$ needs edges of $17$ and $16$ nm. These estimates hold the coefficients fixed and leave out domain walls and surfaces, which may offer easier routes.

\subsection*{Field and stress}

Let $C<0$ and apply a field $E$ along an M$_C$ direction. Its energy $-PE\cos\alpha$ adds $PE\alpha^2/2$ to (\ref{curv}). M$_C$ becomes locally stable when
\begin{equation}
\frac{PE}{2}>|C|q_0,\qquad
E>\frac{2|C|q_0}{P}=\frac{2\times6\times0.15}{40}=0.045\ \mathrm{MV/cm}.
\end{equation}
Here $1\ (\mu\mathrm{C/cm^2})(\mathrm{MV/cm})=1\ \mathrm{J/cm^3}$. The condition concerns local stability and does not show that M$_C$ is then the global minimum.

Surface charge can produce fields of this size, though not in the stabilizing direction. A slab polarized along its normal, with no screening and no dielectric response, has a depolarizing field $P/\varepsilon_0=452$ MV/cm. In this estimate an uncompensated fraction of $10^{-4}$ of the surface charge already gives a field of the threshold size, directed against $\mathbf P$. Dielectric response raises this fraction. If the screening charge is fixed and the magnitude of $\mathbf P$ responds with the susceptibility $\chi=200$ used below, the field is divided by about $1+\chi$, and the fraction needed is about $2\%$.

Stress acts through electrostriction. Along the axis with zero component, the strain depends on direction as $QP^2n_1^2$, with $Q=Q_{11}-Q_{12}$. A fixed compressive stress $\sigma$ along that axis adds $\sigma QP^2\alpha^2$. With the rough value $Q=0.08\ \mathrm{m^4/C^2}$ and $P=0.40\ \mathrm{C/m^2}$, M$_C$ becomes locally stable above
\begin{equation}
\sigma=\frac{|C|q_0}{QP^2}=\frac{0.90\ \mathrm{MPa}}{0.08\times0.16}=70\ \mathrm{MPa},
\end{equation}
since $1\ \mathrm{J/cm^3}=1$ MPa.

\subsection*{Higher order and free magnitude}

At tenth order the invariant $qr$ appears. A term $Dqr$ changes the first-order energy on the ring to $(C+Dq_0)r$, so to this order the sign of $C+Dq_0$ decides. For $C=+6$ the cancellation is at $D=-6/0.15=-40\ \mathrm{J/cm^3}$. The phase changes slightly before this point, at about $D=-39\ \mathrm{J/cm^3}$, because M$_A$ can still lower its energy by adjusting $q$. Global minimization gave M$_C$ at $D=-32$ and M$_A$ at $D=-48\ \mathrm{J/cm^3}$. A fit that omits this term can therefore assign the wrong phase when $|C|$ is small.

To free the magnitude, set $p=|\mathbf P|/P$ and add a well $(K/8)(p^2-1)^2$, whose curvature at $p=1$ is $K$. A rough longitudinal susceptibility $\chi=200$ gives $K=P^2/(\varepsilon_0\chi)=90\ \mathrm{J/cm^3}$. Let half of $A$ scale as $p^4$ and half as $p^6$, $C$ as $p^6$ and $B$ as $p^8$. On the ring, the derivative of the anisotropy at $p=1$ is
\begin{equation}
5Aq_0+8Bq_0^2=-4.5+3.6=-0.9\ \mathrm{J/cm^3},
\end{equation}
which predicts a growth of about $0.9/90=1\%$. Full minimization gives $1.0\%$ for both signs of $C$ and the same two phases. The splittings become $0.0338$ and $-0.0403\ \mathrm{J/cm^3}$, changes of less than $1\%$.

\subsection*{Comparison with real materials}

The polarization and cell edge are of the size met in perovskite ferroelectrics near a morphotropic boundary at room temperature. The anisotropy coefficients are round choices and describe no particular compound. An eighth-order coefficient more than three times $|A|$ is a special choice: it supposes that the contributions to $A$ from fourth, sixth and eighth order are weak or nearly cancel, and it should not be carried over to compositions far from a phase boundary. Freedom from stress is easily lost in a thin-film device. With a rough elastic modulus of $100$ GPa, an elastic strain of $0.1\%$ corresponds to a stress of about $100$ MPa, of the same order as the $70$ MPa threshold above. That threshold is for compression along one axis, while a film is stressed along two. Equal tension along two cube axes acts on the direction of $\mathbf P$ like compression along the third, which is the film normal. In the example with $C=-6$, such a tension, held fixed at $100$ MPa, gives M$_C$ with $\mathbf P$ in the film plane, whereas a fixed equal compression of the same size leaves M$_A$ in place. A film clamped to its substrate is held at fixed strain instead. Its stress then changes with the direction of $\mathbf P$, because the spontaneous strain along an axis varies with direction by up to $QP^2=1.3\%$. The phases found at fixed stress need not carry over to such a film. The sign of $C$ alone therefore does not settle the phase of a film, and the elastic energy must be included before a search plane is chosen. The numerical output below lists the values for the example.

\section*{Computed results}
\begin{verbatim}
Cases found by global minimization: 40
For A = -0.58 B, C = +0.02 B and -0.02 B: M_B M_A
Polarization P: 40.0 uC/cm^2
A: -6.0 J/cm^3
B: 20.0 J/cm^3
|C|: 6.0 J/cm^3
Cell edge: 0.40 nm
Temperature: 300 K
Ring value q0: 0.1500
t0 = sqrt(1 - 3 q0): 0.7416
M_A repeated squared cosine s0 on ring: 0.0861
Largest r on ring, r0: 0.006140
Ring energy -A^2/(4B): -0.4500 J/cm^3
Boundary to R, C_R: -25.66 J/cm^3
Phase for C > 0 and C < 0: M_C M_A
M_C tilt from [001]: 25.38 deg
M_C component v P: 36.14 uC/cm^2
M_C component u P: 17.15 uC/cm^2
M_A repeated squared cosine, C < 0: 0.0960
M_A tilt from [001], C < 0: 25.99 deg
M_A component v P: 35.95 uC/cm^2
M_A component u P: 12.40 uC/cm^2
Ground energy, C > 0: -0.45000 J/cm^3
Ground energy, C < 0: -0.49056 J/cm^3
First-order splitting |C| r0: 0.03684 J/cm^3
Second-order term C^2 s0^2/(4B): 0.00334 J/cm^3
E(M_A)-E(M_C), C > 0: 0.03381 J/cm^3
E(M_A)-E(M_C), C < 0: -0.04056 J/cm^3
Same, C > 0, per cell: 0.01350 meV
Same, C < 0, per cell: -0.01620 meV
Barrier through [011], C > 0: 0.2000 J/cm^3
Barrier through [001], C > 0: 0.4500 J/cm^3
Thermal energy k_B T: 25.85 meV
Cube edge for barrier = k_B T, C > 0: 4.97 nm
Cube edge for barrier = k_B T, C < 0: 4.67 nm
Cube edge for barrier = 40 k_B T, C > 0: 17.0 nm
Cube edge for barrier = 40 k_B T, C < 0: 16.0 nm
Field that stabilizes M_C, C < 0: 0.0450 MV/cm
Unscreened depolarizing field P/eps0: 452 MV/cm
Ratio of these two fields: 9.96e-05
Electrostriction Q11-Q12 (rough): 0.08 m^4/C^2
Compression that stabilizes M_C, C < 0: 70.3 MPa
D that cancels C = +|C|: -40.0 J/cm^3
Longitudinal susceptibility (rough): 200
Radial stiffness K: 90.4 J/cm^3
Relaxed |P|/P0, C > 0: 1.0100
Relaxed |P|/P0, C < 0: 1.0098
Relaxed E(M_A)-E(M_C), C > 0: 0.03378 J/cm^3
Relaxed E(M_A)-E(M_C), C < 0: -0.04033 J/cm^3
\end{verbatim}
